# Grain-Boundary Energy Ratio from a Silicide Surface Groove

## Problem

A polycrystalline nickel monosilicide contact film has been annealed until the grooves where its grain boundaries meet the free surface have reached local equilibrium. A section cut perpendicular to one groove shows two surfaces rising symmetrically from the groove root. The dihedral angle between their tangents at the root, measured through the ambient above the film, is $\psi=140^\circ$.

Let $\gamma_s$ be the surface energy and $\gamma_b$ the grain-boundary energy, both per unit area. Take both as isotropic, and $\gamma_s$ as equal on the two grains.

1. Find $\gamma_b/\gamma_s$.
2. Find the uncertainty of the ratio if the angle is read to $\pm2^\circ$.
3. Estimate how far the answer moves if the surface energies are unequal or anisotropic, or if the slope is read over the first 10 nm instead of at the root. For the last estimate, take grains 100 nm wide.

## A tempting solution

The two surfaces share the $40^\circ$ by which the groove departs from a flat surface, so each is inclined to the horizontal by

$$
\theta=\frac{180^\circ-140^\circ}{2}=20^\circ .
$$

Each surface pulls on the root with a force $\gamma_s$ per unit length, and the boundary pulls downward with $\gamma_b$. Taking the component of each surface pull as $\gamma_s\cos\theta$ gives

$$
\gamma_b=2\gamma_s\cos20^\circ,\qquad \frac{\gamma_b}{\gamma_s}=1.879 \quad\text{(wrong)}.
$$

## Where it fails

The inclination of $20^\circ$ is right; the projection is wrong. Since $\theta$ is measured from the horizontal, $\gamma_s\cos\theta$ is the horizontal component of the pull. The two horizontal components point in opposite directions and cancel. They cannot balance a boundary that pulls downward.

A limiting case exposes the error. For a flat surface, $\theta=0$, the wrong formula gives $\gamma_b=2\gamma_s$. But two horizontal pulls have no upward component, so a flat surface can balance only a boundary of zero energy. The vertical component is $\gamma_s\sin\theta$, or equally $\gamma_s\cos(\psi/2)$, because $\psi/2=70^\circ$ is the angle between each surface and the vertical.

## Solution from the energy

The balance follows from minimizing the interfacial energy, which also shows where the "pulls" come from. Consider a small neighbourhood of the root, in which the surfaces are nearly straight. Fix one point on each surface at horizontal distance $L$ from the root, and let the root lie a depth $d$ below these points. The boundary runs from the root down to a fixed point at depth $H$. Per unit length of groove, the energy is

$$
E(d)=2\gamma_s\sqrt{L^2+d^2}+\gamma_b(H-d).
$$

Deepening the groove lengthens the two surfaces and shortens the boundary. Differentiation gives

$$
\frac{dE}{dd}=2\gamma_s\frac{d}{\sqrt{L^2+d^2}}-\gamma_b .
$$

The fraction is the vertical side of a right triangle divided by its hypotenuse, which is $\sin\theta$. Setting the derivative to zero gives

$$
\gamma_b=2\gamma_s\sin\theta .
$$

Since $\theta=90^\circ-\psi/2$, we have $\sin\theta=\cos(\psi/2)$, and therefore

$$
\boxed{\frac{\gamma_b}{\gamma_s}=2\cos\frac{\psi}{2}}
$$

The second derivative is

$$
\frac{d^2E}{dd^2}
=2\gamma_s\left[\frac{1}{\sqrt{L^2+d^2}}-\frac{d^2}{(L^2+d^2)^{3/2}}\right]
=\frac{2\gamma_sL^2}{(L^2+d^2)^{3/2}}>0,
$$

so the stationary point is a minimum.

One objection remains: lowering the root removes material, which must go elsewhere. The triangular groove has area $Ld$, so lowering the root by $\delta$ displaces an area $L\delta$. If the curved surface has radius $R$, the capillary pressure is of order $\gamma_s/R$, and moving this material costs an energy of order $\gamma_sL\delta/R$. The interfacial terms are of order $\gamma_s\delta$. Their ratio, $L/R$, vanishes as the neighbourhood shrinks. Conservation of material therefore shapes the surface away from the root but does not alter the angle at the root.

### The number

For the measured angle,

$$
\frac{\gamma_b}{\gamma_s}=2\cos70^\circ=2(0.34202)=0.684 .
$$

The angle fixes only a ratio. With a rough surface energy of $1\ \mathrm{J/m^2}$, the boundary energy is roughly $0.7\ \mathrm{J/m^2}$, and it inherits the full uncertainty of the surface energy.

### Limits of the formula

As $\psi\to180^\circ$, the groove flattens and $\gamma_b/\gamma_s\to0$. As $\psi\to0$, the groove becomes a narrow slit and the ratio approaches 2. If $\gamma_b\ge2\gamma_s$, then $dE/dd=2\gamma_s\sin\theta-\gamma_b$ is negative at every finite depth. The boundary then lowers its energy by opening into two free surfaces, and no equilibrium groove exists.

## Uncertainty of the reading

With $\psi$ in radians,

$$
\frac{d}{d\psi}\left(2\cos\frac{\psi}{2}\right)=-\sin\frac{\psi}{2}.
$$

An error of $2^\circ$ is 0.0349 rad, so the ratio changes by

$$
\sin70^\circ\times0.0349=0.033,
$$

which is 4.8% of 0.684. Direct evaluation gives 0.717 at $138^\circ$ and 0.651 at $142^\circ$. A sharper groove means a larger ratio. The third digit of 0.684 is thus correct arithmetic for an angle of exactly $140^\circ$, but this reading does not determine it.

## When the assumptions are relaxed

### Unequal surface energies

Let the surfaces have isotropic energies $\gamma_1$ and $\gamma_2$, and let $\mathbf t_1,\mathbf t_2,\mathbf t_b$ be unit vectors pointing from the root along the two surfaces and the boundary. A small root displacement $\delta\mathbf r$ changes the length of interface $i$ by $-\mathbf t_i\cdot\delta\mathbf r$. The energy is stationary for every direction of displacement only if

$$
\gamma_1\mathbf t_1+\gamma_2\mathbf t_2+\gamma_b\mathbf t_b=0 .
$$

Moving the boundary term to the other side and squaring, with $\mathbf t_1\cdot\mathbf t_2=\cos\psi$, gives

$$
\gamma_b^2=\gamma_1^2+\gamma_2^2+2\gamma_1\gamma_2\cos\psi .
$$

For equal energies the right side is $2\gamma_s^2(1+\cos\psi)=4\gamma_s^2\cos^2(\psi/2)$, which recovers the boxed result.

Now let the energies be 1.05 and 0.95 in units of their mean, a difference of 10% of that mean. At the same $\psi=140^\circ$,

$$
\gamma_b^2=1.1025+0.9025-1.995(0.766)=0.477,
$$

so the ratio to the mean surface energy is 0.690. This is only 0.9% above the symmetric value. The horizontal pulls no longer cancel in a symmetric groove, however: with these energies the boundary must tilt by about $8^\circ$ from the line that bisects the angle between the surfaces. If the boundary is vertical, the surfaces are inclined at about $12^\circ$ and $28^\circ$ instead.

### Anisotropic surface energy

Return to a mirror-symmetric groove, but let the surface energy depend on inclination as $\gamma(\theta)$. With $d=L\tan\theta$, each surface has length $L/\cos\theta$, and apart from a constant

$$
E=\frac{2L\gamma(\theta)}{\cos\theta}-\gamma_bL\tan\theta .
$$

Setting the derivative with respect to $\theta$ to zero gives

$$
2L\left[\frac{\gamma'}{\cos\theta}+\frac{\gamma\sin\theta}{\cos^2\theta}\right]-\frac{\gamma_bL}{\cos^2\theta}=0 .
$$

Multiplying by $\cos^2\theta/L$ and dividing by $\gamma(\theta)$ yields

$$
\frac{\gamma_b}{\gamma(\theta)}=2\sin\theta+2\frac{\gamma'(\theta)}{\gamma(\theta)}\cos\theta .
$$

The new term is a torque: the surface can lower its energy by rotating as well as by shortening.

As an illustration, take $\gamma(\theta)=\gamma_0(1+a\cos4\theta)$ with $a=0.02$. At $\theta=20^\circ$,

$$
\frac{\gamma'}{\gamma}=\frac{-4a\sin80^\circ}{1+a\cos80^\circ}=-0.0785,
$$

and the ratio is

$$
0.684+1.879(-0.0785)=0.536 .
$$

With $a=-0.02$ it is 0.833. These values lie about 22% below and above the isotropic result. To first order in $a$, the relative change has magnitude $4|a|\sin4\theta\,\cot\theta=0.08\times0.985\times2.75=0.22$. The angular derivative brings the factor of 4, and $\cot\theta$ is large because the torque term carries $2\cos\theta=1.879$ while the isotropic term is only $2\sin\theta=0.684$. For this fourfold form, the first-order relative change grows toward $16|a|$, or 32%, as the groove becomes shallower, and it vanishes at $\theta=45^\circ$. Both statements rely on $\gamma$ having an extremum at $\theta=0$. For a rotated crystal, $\cos4(\theta-\phi)$, the torque need not vanish on the film plane and the relative change then grows like $\cot\theta$: with $\phi=22.5^\circ$ it is about 85% at $\theta=5^\circ$. The unwanted cosine of the tempting solution has a proper place here, in the torque term.

### Reading the slope too far from the root

Suppose the grains are long stripes of width $W=100$ nm whose surfaces have fully equilibrated. The capillary pressure is then uniform, so for isotropic $\gamma_s$ each surface has constant curvature and is a circular arc. Its slope falls from $20^\circ$ at the root to zero at mid-grain, which fixes the radius:

$$
R=\frac{W}{2\sin\theta}=\frac{100\ \mathrm{nm}}{0.684}=146.2\ \mathrm{nm}.
$$

At horizontal distance $x$ from the root, the surface has risen by

$$
z(x)=\sqrt{R^2-(W/2-x)^2}-R\cos\theta .
$$

For $x=10$ nm this is 3.24 nm. A straight line drawn from the root to that point has slope 0.324, less than $\tan20^\circ=0.364$. Used on both sides, it gives an apparent dihedral angle of $144.1^\circ$ and a ratio of 0.616, which is 9.9% too low. For this geometry, reading the slope over 10 nm shifts the ratio by about twice as much as the assumed $2^\circ$ reading error. The shift is nearly proportional to the reading length, so over 5 nm the two are about equal. Local equilibrium at the root does not guarantee the full arc. A groove still deepening by surface diffusion is more strongly curved near the root, and the shift is larger: in the small-slope model, at a root depth of 3.1 nm, about half the final depth, the 10 nm reading is about 24% too low.

## What the groove means for the film

The same arc shows whether grooves of this angle would sever the film. Let the mean thickness be 30 nm. The circular segment above the level of the roots has area $R^2(\theta-\sin\theta\cos\theta)$, with $\theta$ in radians, so the mean surface height above the root is

$$
\bar z=\frac{R^2(\theta-\sin\theta\cos\theta)}{W}=5.91\ \mathrm{nm}.
$$

If the lower interface has an equal groove, an assumption made for this estimate, the mean thickness consists of the remaining boundary height plus $\bar z$ at the top and at the bottom. The boundary height left is

$$
30-2(5.91)=18.2\ \mathrm{nm},
$$

so in this model the equilibrium grooves do not cut through the film; with equal grooves they would meet at $W\approx254$ nm. The result is sensitive to the assumption: a lower interface of smaller energy grooves more deeply, leaving 10.5 nm if its energy is $0.5\gamma_s$, and at $0.35\gamma_s$ the grooves meet already at $W=100$ nm. This does not show that the continuous film has the lowest energy; separate islands may have less. At fixed angle, $\bar z$ is proportional to $W$, so grain growth at constant mean thickness brings the film closer to breaking up. The stripe model does not describe the points where three grain boundaries meet.

## Applying the result to a real silicide film

The thickness of 30 nm, the grain width of 100 nm and the surface energy of $1\ \mathrm{J/m^2}$ are rough inputs chosen for illustration, not measurements on a particular film. Isotropy also needs checking: the silicide is crystalline, and its surface energy can depend on orientation. The 2% amplitude and the fourfold form used above are illustrations, not measured properties. The shift of about 22% is close to the largest that this form gives at $\theta=20^\circ$ for mirror-image grains; other crystal orientations give anything between $-22\%$ and $+22\%$, and a twofold variation of the same amplitude gives at most about 11%. Boundary energy also varies with the misorientation of the grains, so one groove characterizes one boundary. If the film was annealed under a capping layer, $\gamma_s$ must be replaced by the energy of the silicide–cap interface. That replacement is enough only if the cap can change shape freely with the groove and has no grain boundary of its own meeting the root. The value 0.684 is therefore the isotropic inference from this groove, and not a material constant of the silicide.

Numerical values quoted here were computed with a short program.
